# Fourier relaxation against acoustic crossing in a 100 nm silicon cell: a program that tests the result

```python
# Result under test: in a 100 nm periodic silicon cell at 300 K the Fourier time
# tau_F = L^2/(4 pi^2 alpha) is below the acoustic time L/v_max, and the Fourier
# decay violates the speed bound A(t) >= 1-(k v_max t)^2/6, with k = 2 pi/L.
# A: amplitude of the first temperature harmonic; alpha: bulk diffusivity;
# mfp: phonon mean free path. Internal units: nm, ps, nm/ps (= km/s).
import numpy as np
from scipy.constants import Boltzmann
from scipy.linalg import expm
from scipy.optimize import brentq

length = 100.0
kappa, heat_capacity = 150.0, 1.66e6       # W/(m K), J/(m^3 K), rough values
c11, c12, c44, density = 166.0, 64.0, 80.0, 2330.0   # GPa, kg/m^3, rough
alpha = kappa / heat_capacity * 1e6        # nm^2/ps


def fourier_time(cell, diffusivity):
    return cell**2 / (4 * np.pi**2 * diffusivity)


def floor(cell, time, speed):
    return 1 - (2 * np.pi * speed * time / cell)**2 / 6


# Sound speeds from the elastic wave equation, over all directions
cosines, cos_weights = np.polynomial.legendre.leggauss(40)
angles = (np.arange(80) + 0.5) * 2 * np.pi / 80
cc, aa = np.meshgrid(cosines, angles, indexing="ij")
ss = np.sqrt(1 - cc**2)
n = np.stack([ss * np.cos(aa), ss * np.sin(aa), cc], axis=-1)
christoffel = (c12 + c44) * n[..., :, None] * n[..., None, :]
for i in range(3):
    christoffel[..., i, i] = c11 * n[..., i]**2 + c44 * (1 - n[..., i]**2)
speeds = np.sqrt(np.linalg.eigvalsh(christoffel) * 1e9 / density) / 1000
inverse_cube = np.sum(cos_weights[:, None, None] * speeds**-3) / (2 * 80 * 3)
v_mean = inverse_cube**(-1 / 3)
v_max = np.sqrt((c11 + 2 * c12 + 4 * c44) / 3 * 1e9 / density) / 1000
assert speeds.max() <= v_max * (1 + 1e-10)
assert speeds.max() > 0.995 * v_max

tau_f = fourier_time(length, alpha)
t_ac = length / v_max
mfp = 3 * alpha / v_mean
assert tau_f < t_ac

# Heat equation on a ring, hot half and cold half, solved on a grid
cells = 200
dx = length / cells
eye = np.eye(cells)
laplacian = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / dx**2
x = (np.arange(cells) + 0.5) * dx
step = np.where(x < length / 2, 0.5, -0.5)
later = expm(alpha * laplacian * tau_f / 2) @ step
sine = np.sin(2 * np.pi * x / length)
assert abs((later @ sine) / (step @ sine) - np.exp(-0.5)) < 1e-3
odd = np.arange(1, 40, 2)
series = np.sum(8 / (np.pi * odd)**2 * np.exp(-odd**2 * 0.5))
half_difference = later[:cells // 2].mean() - later[cells // 2:].mean()
assert abs(half_difference - series) < 1e-3


# Phonon transport for one harmonic; channels may differ in mean free path
def transport(cell, speed, paths, shares, n_angles=48):
    mu, w = np.polynomial.legendre.leggauss(n_angles)
    start = np.outer(shares, w / 2).ravel()
    rates = np.repeat(speed / np.array(paths), n_angles)
    refill = start * rates / np.sum(start * rates)
    drift = 2j * np.pi / cell * speed * np.tile(mu, len(paths))
    return np.diag(-drift - rates) + np.outer(refill, rates), start


def decay(cell, times, speed, paths, shares=(1.0,)):
    matrix, state = transport(cell, speed, paths, shares)
    advance = expm(matrix * (times[1] - times[0]))
    state = state.astype(complex)
    values = []
    for _ in times:
        values.append(state.sum().real)
        state = advance @ state
    return np.array(values)


def first_crossing(times, values, level):
    j = np.flatnonzero(values < level)[0]
    part = (values[j - 1] - level) / (values[j - 1] - values[j])
    return times[j - 1] + part * (times[j] - times[j - 1])


times = np.linspace(0, 40, 2001)
gray = decay(length, times, v_mean, [mfp])
two_path = decay(length, times, v_mean, [2 * mfp / 11, 20 * mfp / 11],
                 (0.5, 0.5))
slow = decay(length, times, v_mean / 2, [2 * mfp])
for curve in (gray, two_path, slow):
    assert np.all(curve >= floor(length, times, v_mean) - 1e-8)
assert gray.min() < -1e-3
zero_time = first_crossing(times, gray, 0.0)
fold_times = [first_crossing(times, c, np.exp(-1))
              for c in (gray, two_path, slow)]
assert min(fold_times) > tau_f

# Random flights as an independent solution
rng = np.random.default_rng(7)
walkers, mc_time = 200000, 6.0
left = np.full(walkers, mc_time)
shift = np.zeros(walkers)
while np.any(left > 0):
    flight = np.minimum(rng.exponential(mfp / v_mean, walkers), left)
    shift += v_mean * rng.uniform(-1, 1, walkers) * flight
    left -= flight
mc_amplitude = np.mean(np.cos(2 * np.pi * shift / length))
gray_at_mc = np.interp(mc_time, times, gray)
assert abs(mc_amplitude - gray_at_mc) < 0.01   # over five standard errors
assert np.mean(shift**2) < (v_mean * mc_time)**2 / 3


# Separate exponential mode: present in a long cell, absent in the short one
def slowest_rate(cell, n_angles):
    matrix, _ = transport(cell, v_mean, [mfp], (1.0,), n_angles)
    return -np.linalg.eigvals(matrix).real.max()


long_k = 2 * np.pi * mfp / 400.0
mode_rate = v_mean / mfp * (1 - long_k / np.tan(long_k))
assert abs(slowest_rate(400.0, 80) / mode_rate - 1) < 1e-6
collision_rate = v_mean / mfp
gap_coarse = collision_rate - slowest_rate(length, 100)
gap_fine = collision_rate - slowest_rate(length, 200)
assert 2 * np.pi * mfp / length > np.pi / 2
assert gap_fine < 0.7 * gap_coarse         # merges with the continuum


# Exponential fits in three successive windows, each one Fourier time long
def fitted_kappas(cell):
    unit = fourier_time(cell, alpha)
    t = np.linspace(0, 3 * unit, 301)
    a = decay(cell, t, v_mean, [mfp])
    assert a.min() > 0
    return [-np.polyfit(t[s:s + 101], np.log(a[s:s + 101]), 1)[0]
            * unit * kappa for s in (0, 100, 200)]


fits = {cell: fitted_kappas(cell) for cell in (100.0, 1000.0, 4000.0)}
assert max(fits[100.0]) > 2 * min(fits[100.0])
assert np.allclose(fits[4000.0], kappa, rtol=0.01)

# Speed bound against Fourier at half the Fourier time, and its length limit
bound = floor(length, tau_f / 2, v_max)
assert bound > np.exp(-0.5)
limit = brentq(lambda c: floor(c, fourier_time(c, alpha) / 2, v_max)
               - np.exp(-0.5), 10, 2000)
formula = 4 * np.pi * alpha / v_max * np.sqrt(6 * (1 - np.exp(-0.5)))
assert abs(limit / formula - 1) < 1e-8

# Other conditions: classical heat capacity, and rough values at 400 K
c_classical = 3 * 8 * Boltzmann / (0.543e-9)**3
cases = [("classical heat capacity", kappa, c_classical),
         ("400 K", 100.0, 1.83e6)]

print(f"cell length: {length:.0f} nm")
print(f"thermal conductivity: {kappa:.0f} W/(m K)")
print(f"heat capacity: {heat_capacity/1e6:.2f} MJ/(m^3 K)")
print(f"elastic constants C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"density: {density:.0f} kg/m^3")
print(f"diffusivity: {alpha/100:.3f} cm^2/s = {alpha:.1f} nm^2/ps")
print(f"fastest sound speed: {v_max:.2f} km/s")
print(f"Debye mean speed: {v_mean:.2f} km/s")
print(f"Fourier time: {tau_f:.2f} ps")
print(f"acoustic crossing time, fastest: {t_ac:.2f} ps")
print(f"acoustic crossing time, mean speed: {length/v_mean:.2f} ps")
print(f"ratio Fourier/fastest acoustic: {tau_f/t_ac:.3f}")
print(f"length where the two times are equal: "
      f"{4*np.pi**2*alpha/v_max:.0f} nm")
print(f"half the Fourier time: {tau_f/2:.2f} ps")
print(f"Fourier amplitude then: {np.exp(-0.5):.3f}")
print(f"lowest amplitude allowed then: {bound:.3f}")
print(f"single-speed model amplitude then: "
      f"{np.interp(tau_f/2, times, gray):.3f}")
print(f"contradiction at half Fourier time below L = {limit:.0f} nm")
print(f"single-speed mean free path: {mfp:.1f} nm")
print(f"single-speed collision time: {mfp/v_mean:.2f} ps")
print(f"k times mean free path: {2*np.pi*mfp/length:.2f}")
print(f"shortest cell with exponential mode: {4*mfp:.0f} nm")
print(f"model amplitude at Fourier time: {np.interp(tau_f, times, gray):.3f}")
print(f"model amplitude at {mc_time:.0f} ps: {gray_at_mc:.3f}")
print(f"random-flight amplitude at {mc_time:.0f} ps: {mc_amplitude:.3f}")
print(f"first zero of model amplitude: {zero_time:.2f} ps")
print(f"most negative model amplitude: {gray.min():.4f}")
for cell, values in fits.items():
    print(f"fitted kappa, L = {cell:.0f} nm, windows 1-3: "
          + ", ".join(f"{value:.1f}" for value in values) + " W/(m K)")
for name, value in zip(("single-speed", "two-path", "half-speed"), fold_times):
    print(f"time to fall to 1/e, {name} model: {value:.2f} ps")
print(f"two-path mean free paths: {2*mfp/11:.1f}, {20*mfp/11:.1f} nm")
for name, conductivity, capacity in cases:
    case_time = fourier_time(length, conductivity / capacity * 1e6)
    case_floor = floor(length, case_time / 2, v_max)
    assert case_time < t_ac and case_floor > np.exp(-0.5)
    print(f"{name}: kappa {conductivity:.0f} W/(m K), "
          f"C {capacity/1e6:.2f} MJ/(m^3 K)")
    print(f"{name}: Fourier time {case_time:.2f} ps, "
          f"floor at half of it {case_floor:.3f}")
print("tests ok")
```

It prints:

```
cell length: 100 nm
thermal conductivity: 150 W/(m K)
heat capacity: 1.66 MJ/(m^3 K)
elastic constants C11, C12, C44: 166, 64, 80 GPa
density: 2330 kg/m^3
diffusivity: 0.904 cm^2/s = 90.4 nm^2/ps
fastest sound speed: 9.37 km/s
Debye mean speed: 5.90 km/s
Fourier time: 2.80 ps
acoustic crossing time, fastest: 10.67 ps
acoustic crossing time, mean speed: 16.95 ps
ratio Fourier/fastest acoustic: 0.263
length where the two times are equal: 381 nm
half the Fourier time: 1.40 ps
Fourier amplitude then: 0.607
lowest amplitude allowed then: 0.886
single-speed model amplitude then: 0.958
contradiction at half Fourier time below L = 186 nm
single-speed mean free path: 45.9 nm
single-speed collision time: 7.79 ps
k times mean free path: 2.89
shortest cell with exponential mode: 184 nm
model amplitude at Fourier time: 0.848
model amplitude at 6 ps: 0.479
random-flight amplitude at 6 ps: 0.479
first zero of model amplitude: 12.37 ps
most negative model amplitude: -0.0325
fitted kappa, L = 100 nm, windows 1-3: 24.9, 71.3, 127.2 W/(m K)
fitted kappa, L = 1000 nm, windows 1-3: 150.1, 150.8, 150.8 W/(m K)
fitted kappa, L = 4000 nm, windows 1-3: 150.0, 150.1, 150.1 W/(m K)
time to fall to 1/e, single-speed model: 6.97 ps
time to fall to 1/e, two-path model: 8.59 ps
time to fall to 1/e, half-speed model: 12.82 ps
two-path mean free paths: 8.4, 83.5 nm
classical heat capacity: kappa 150 W/(m K), C 2.07 MJ/(m^3 K)
classical heat capacity: Fourier time 3.49 ps, floor at half of it 0.824
400 K: kappa 100 W/(m K), C 1.83 MJ/(m^3 K)
400 K: Fourier time 4.64 ps, floor at half of it 0.690
tests ok
```
